**Normal-to-in-plane strain ratio of coherent (111) and (001) cubic films**

The program tests $r_{111}=-2(C_{11}+2C_{12}-2C_{44})/(C_{11}+2C_{12}+4C_{44})$ and $r_{001}=-2C_{12}/C_{11}$. Here $r$ is the strain along the film normal divided by the isotropic in-plane strain, and $C_{11}$, $C_{12}$, $C_{44}$ are the cubic stiffness constants. The strain is found by minimizing the elastic energy with tilting shears allowed, and it is asserted to agree with a zero-traction solution that uses the rotated fourth-rank stiffness tensor. For 60 random stable crystals, the largest deviation from the two formulas is $1.2\times10^{-14}$. The program also asserts the dependence on $C_{44}$, the limits and sign change of $r_{111}$, the absence of tilt for (111) and (001), and the L-valley splitting formula. In the model crystal the ratios are $-0.421$ for (111) and $-0.800$ for (001), and only the first changes when $C_{44}$ is varied alone. A (112) film of the same crystal shows a tilt shear of 0.197% at 1% in-plane strain.

## Numerical verification

```python
"""Normal-to-in-plane strain ratio r = e_perp/e_par of a coherent cubic film.

Result under test:
  (111) film: r = -2 (C11 + 2 C12 - 2 C44) / (C11 + 2 C12 + 4 C44)
  (001) film: r = -2 C12 / C11, independent of C44
C11, C12, C44: cubic stiffness constants, in 1e11 dyn/cm^2.
B = (C11 + 2 C12)/3: bulk modulus; Cp = (C11 - C12)/2: tetragonal shear constant.
e_par: fixed isotropic in-plane strain; e_perp: strain along the film normal.
Shear strains are tensor components (half the engineering shears).
Xi_u: uniaxial deformation potential of the L valleys, in eV.
The strain is found by minimizing the cubic elastic energy, and separately
from the zero-traction condition with a rotated fourth-rank stiffness tensor.
"""
import numpy as np


def unit(vector):
    vector = np.array(vector, dtype=float)
    return vector / np.linalg.norm(vector)


N111, N001, N112 = unit([1, 1, 1]), unit([0, 0, 1]), unit([1, 1, 2])


def energy(e, c):
    """Elastic energy density for a strain tensor e in cubic axes."""
    c11, c12, c44 = c
    x, y, z = np.diag(e)
    return (0.5 * c11 * (x*x + y*y + z*z) + c12 * (x*y + y*z + z*x)
            + 2 * c44 * (e[0, 1]**2 + e[1, 2]**2 + e[0, 2]**2))


def relax(n, c, e_par):
    """Minimize over every strain that keeps the in-plane strain fixed.

    The energy is quadratic, so finite differences give its exact
    gradient and Hessian apart from rounding.
    """
    def strain(a):
        return e_par * np.eye(3) + 0.5 * (np.outer(n, a) + np.outer(a, n))

    def u(a):
        return energy(strain(a), c)

    axes = np.eye(3)
    zero = np.zeros(3)
    gradient = np.array([(u(p) - u(-p)) / 2 for p in axes])
    hessian = np.array([[u(p + q) - u(p) - u(q) + u(zero)
                         for q in axes] for p in axes])
    return strain(np.linalg.solve(hessian, -gradient)), hessian


def traction_free(n, c, e_par):
    """Solve zero surface traction in film axes with the rotated tensor."""
    c11, c12, c44 = c
    d = np.eye(3)
    stiffness = (c12 * np.einsum('ij,kl->ijkl', d, d)
                 + c44 * (np.einsum('ik,jl->ijkl', d, d)
                          + np.einsum('il,jk->ijkl', d, d)))
    for i in range(3):
        stiffness[i, i, i, i] += c11 - c12 - 2 * c44
    helper = np.array([1.0, -1.0, 0.0])
    t1 = unit(helper - n * (helper @ n))
    rot = np.array([t1, np.cross(n, t1), n])
    s = np.einsum('ai,bj,ck,dl,ijkl->abcd', rot, rot, rot, rot, stiffness)
    matrix = np.column_stack([2 * s[:, 2, 0, 2], 2 * s[:, 2, 1, 2],
                              s[:, 2, 2, 2]])
    rhs = -e_par * (s[:, 2, 0, 0] + s[:, 2, 1, 1])
    e13, e23, e33 = np.linalg.solve(matrix, rhs)
    film = np.array([[e_par, 0, e13], [0, e_par, e23], [e13, e23, e33]])
    return rot.T @ film @ rot


def ratio(n, c):
    e, _ = relax(n, c, 1.0)
    return n @ e @ n


def formula111(c):
    c11, c12, c44 = c
    return -2 * (c11 + 2*c12 - 2*c44) / (c11 + 2*c12 + 4*c44)


# Random mechanically stable crystals
rng = np.random.default_rng(7)
worst = 0.0
for _ in range(60):
    bulk = rng.uniform(2, 12)
    cp = rng.uniform(0.5, 6)
    c44 = rng.uniform(0.5, 15)
    c = (bulk + 4*cp/3, bulk - 2*cp/3, c44)
    for n in (N111, N001, N112):
        assert np.allclose(relax(n, c, 1.0)[0], traction_free(n, c, 1.0),
                           atol=1e-9)
    r111, r001 = ratio(N111, c), ratio(N001, c)
    errors = (abs(r111 - formula111(c)), abs(r001 + 2*c[1]/c[0]))
    worst = max(worst, *errors)
    assert max(errors) < 1e-9
    assert -2 < r111 < 1
    # No tilt for the two symmetric normals
    for n, r in ((N111, r111), (N001, r001)):
        e = relax(n, c, 1.0)[0]
        assert np.allclose(e @ n, r * n, atol=1e-9)
    # Eigenvalues of the energy Hessian for the (111) normal
    hess = relax(N111, c, 1.0)[1]
    longitudinal = bulk + 4*c44/3
    transverse = (c[0] - c[1] + c44) / 3
    assert np.allclose(np.linalg.eigvalsh(hess),
                       sorted([transverse, transverse, longitudinal]),
                       atol=1e-9)
    # Volume and shape parts of the energy at an arbitrary normal strain
    par, perp = rng.uniform(-1, 1, 2)
    for n, g in ((N111, c44), (N001, cp)):
        e = par * np.eye(3) + (perp - par) * np.outer(n, n)
        split = 0.5*bulk*(2*par + perp)**2 + 2*g*(perp - par)**2/3
        assert abs(energy(e, c) - split) < 1e-9
    # (111) depends on C11 and C12 only through B; (001) does not
    shifted = (c[0] + 0.2, c[1] - 0.1, c44)
    assert abs(ratio(N111, shifted) - r111) < 1e-9
    assert abs(ratio(N001, shifted) - r001) > 1e-4
    # (001) does not depend on C44; (111) rises with it
    stiffer = (c[0], c[1], c44 + 1)
    assert abs(ratio(N001, stiffer) - r001) < 1e-9
    assert ratio(N111, stiffer) > r111
    # The orientations agree at the isotropic point
    iso = (c[0], c[1], cp)
    assert abs(ratio(N111, iso) - ratio(N001, iso)) < 1e-9

# Worked example with round model parameters
C11, C12, C44 = 10.0, 4.0, 5.0
E_PAR, XI_U = 0.01, 10.0
c = (C11, C12, C44)
B, CP = (C11 + 2*C12)/3, (C11 - C12)/2
e111, hess111 = relax(N111, c, E_PAR)
e001, _ = relax(N001, c, E_PAR)
e112, _ = relax(N112, c, E_PAR)
perp111, perp001 = N111 @ e111 @ N111, N001 @ e001 @ N001
r111, r001 = perp111/E_PAR, perp001/E_PAR
assert np.allclose(np.diag(e111), (2*E_PAR + perp111)/3, atol=1e-11)
assert np.allclose([e111[0, 1], e111[1, 2], e111[0, 2]],
                   (perp111 - E_PAR)/3, atol=1e-11)

# Slope with respect to C44 by central difference
h = 1e-3
slope111 = (ratio(N111, (C11, C12, C44+h))
            - ratio(N111, (C11, C12, C44-h))) / (2*h)
slope001 = (ratio(N001, (C11, C12, C44+h))
            - ratio(N001, (C11, C12, C44-h))) / (2*h)
assert abs(slope111 - 36*B/(3*B + 4*C44)**2) < 1e-6
assert abs(slope001) < 1e-8

# Limits and sign change of the (111) ratio
assert abs(ratio(N111, (C11, C12, 1e-5)) + 2) < 1e-4
assert abs(ratio(N111, (C11, C12, 1e6)) - 1) < 1e-4
assert abs(ratio(N111, (C11, C12, 1.5*B))) < 1e-9

# A (112) film tilts unless the crystal is elastically isotropic
tilt_axis = unit([1, 1, -1])
tilt = N112 @ e112 @ tilt_axis
assert abs(tilt) > 1e-5
iso112, _ = relax(N112, (C11, C12, CP), E_PAR)
assert abs(N112 @ iso112 @ tilt_axis) < 1e-11

# L valleys: uniaxial part of the linear deformation-potential shift
valleys = [unit(v) for v in
           ([1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1])]
shift111 = np.array([XI_U * (k @ e111 @ k) for k in valleys])
shift001 = np.array([XI_U * (k @ e001 @ k) for k in valleys])
splitting = shift111[0] - shift111[1]
assert np.ptp(shift111[1:]) < 1e-10
assert np.ptp(shift001) < 1e-10
assert abs(splitting + 8*XI_U*B*E_PAR/(3*B + 4*C44)) < 1e-10


def show(label, value, unit_name, digits=5):
    """Print a rounded number without a negative zero."""
    print(f"{label}: {round(float(value), digits) + 0.0:.{digits}f} {unit_name}")


P = "1e11 dyn/cm^2"
show("C11", C11, P, 1)
show("C12", C12, P, 1)
show("C44", C44, P, 1)
show("bulk modulus B", B, P, 1)
show("tetragonal shear constant C'", CP, P, 1)
show("in-plane strain", 100*E_PAR, "percent", 2)
show("(111) longitudinal eigenvalue", N111 @ hess111 @ N111, P, 4)
show("(111) transverse eigenvalue", np.linalg.eigvalsh(hess111)[0], P, 4)
show("(111) strain ratio", r111, "(dimensionless)")
show("(001) strain ratio", r001, "(dimensionless)")
show("(111) normal strain", 100*perp111, "percent", 4)
show("(001) normal strain", 100*perp001, "percent", 4)
show("(111) volume change", 100*np.trace(e111), "percent", 4)
show("(001) volume change", 100*np.trace(e001), "percent", 4)
show("(111) cubic-axis diagonal strain", 100*e111[0, 0], "percent", 4)
show("(111) cubic-axis shear strain", 100*e111[0, 1], "percent", 4)
show("(111) slope dr/dC44", slope111, "per 1e11 dyn/cm^2")
show("(001) slope dr/dC44", slope001, "per 1e11 dyn/cm^2")
print("C44 varied alone (1e11 dyn/cm^2); ratios are dimensionless:")
for value in (1.0, CP, C44, 1.5*B, 15.0):
    trial = (C11, C12, value)
    a = round(float(ratio(N111, trial)), 5) + 0.0
    b = round(float(ratio(N001, trial)), 5) + 0.0
    print(f"  C44 = {value:4.1f}: r(111) = {a:8.5f}, r(001) = {b:8.5f}")
show("(112) tilt shear strain, size", 100*abs(tilt), "percent", 4)
show("Xi_u", XI_U, "eV", 1)
show("(111) film, L valley on normal minus others", 1000*splitting, "meV", 2)
show("(001) film, spread of L valleys", 1000*np.ptp(shift001), "meV", 2)
print(f"largest ratio error, 60 random crystals: {worst:.1e} (dimensionless)")
print("all tests passed")
```

Output:

```
C11: 10.0 1e11 dyn/cm^2
C12: 4.0 1e11 dyn/cm^2
C44: 5.0 1e11 dyn/cm^2
bulk modulus B: 6.0 1e11 dyn/cm^2
tetragonal shear constant C': 3.0 1e11 dyn/cm^2
in-plane strain: 1.00 percent
(111) longitudinal eigenvalue: 12.6667 1e11 dyn/cm^2
(111) transverse eigenvalue: 3.6667 1e11 dyn/cm^2
(111) strain ratio: -0.42105 (dimensionless)
(001) strain ratio: -0.80000 (dimensionless)
(111) normal strain: -0.4211 percent
(001) normal strain: -0.8000 percent
(111) volume change: 1.5789 percent
(001) volume change: 1.2000 percent
(111) cubic-axis diagonal strain: 0.5263 percent
(111) cubic-axis shear strain: -0.4737 percent
(111) slope dr/dC44: 0.14958 per 1e11 dyn/cm^2
(001) slope dr/dC44: 0.00000 per 1e11 dyn/cm^2
C44 varied alone (1e11 dyn/cm^2); ratios are dimensionless:
  C44 =  1.0: r(111) = -1.45455, r(001) = -0.80000
  C44 =  3.0: r(111) = -0.80000, r(001) = -0.80000
  C44 =  5.0: r(111) = -0.42105, r(001) = -0.80000
  C44 =  9.0: r(111) =  0.00000, r(001) = -0.80000
  C44 = 15.0: r(111) =  0.30769, r(001) = -0.80000
(112) tilt shear strain, size: 0.1968 percent
Xi_u: 10.0 eV
(111) film, L valley on normal minus others: -126.32 meV
(001) film, spread of L valleys: 0.00 meV
largest ratio error, 60 random crystals: 1.2e-14 (dimensionless)
all tests passed
```
